# Choosing the downfolding energy for a metal-oxide conduction band

## The decision

Oxygen orbitals can be removed from a metal-oxide Hamiltonian by solving for their amplitudes at a chosen energy. One number can be used for the whole band, or the energy can be updated separately for each state until it agrees with the eigenvalue it produces. The choice matters: in the example below, removal at the lowest eigenvalue of the metal block puts the conduction edge 0.18 eV too high, and removal at the correct edge energy still puts the top of the band 3.1 eV too high.

The guidance rests on one condition. Let $a$ be the lowest eigenvalue of the metal block alone and $b$ the highest eigenvalue of the oxygen block alone. If $a>b$, updating the energy converges for every conduction state from any start above $b$. If $a\le b$, that guarantee is lost.

## What the small matrix is

Take a Hermitian one-electron matrix in an orthonormal basis. The metal s block is $A$, the oxygen block is $B$, and $V$ couples them, with metal rows and oxygen columns. With metal amplitudes $c$ and oxygen amplitudes $d$, the eigenvalue equations are

$$Ac+Vd=Ec,\qquad V^\dagger c+Bd=Ed .$$

For $E>b$ the matrix $E-B$ has positive eigenvalues and can be inverted. The second equation gives $d=(E-B)^{-1}V^\dagger c$, and the first becomes

$$F(E)c=Ec,\qquad F(E)=A+V(E-B)^{-1}V^\dagger .$$

No state above $b$ is lost. A state with $c=0$ would satisfy $Bd=Ed$, which requires $E\le b$. Conversely, each solution $c$ yields a full eigenvector $(c,d)$.

Let $\lambda_n(E)$ be the $n$-th eigenvalue of $F(E)$ in ascending order. The energy is correct for state $n$ when $E=\lambda_n(E)$. The plain update replaces $E$ by $\lambda_n(E)$, with the index $n$ held fixed.

## Why each state has one correct energy

Write $X\le Y$ for Hermitian matrices when $Y-X$ has no negative eigenvalue. By the min-max principle, the ordered eigenvalues then obey the same inequality.

The term added to $A$ has no negative eigenvalue when $E>b$, so $\lambda_n(E)\ge\lambda_n(A)\ge a$. Physically, oxygen levels below the state push it up. Raising $E$ reduces every eigenvalue of $(E-B)^{-1}$, so $\lambda_n(E)$ cannot increase, and $E-\lambda_n(E)$ increases strictly.

Now let $a>b$. Just above $b$, $E-\lambda_n(E)\le E-a<0$. At large $E$ the added term vanishes and the difference is positive. There is therefore one root $E_n$ for each metal orbital.

The labels also agree with the full matrix. The map from $c$ to $(c,d)$ is one-to-one, so the number of $\lambda_m(E)$ equal to $E$ is the multiplicity of $E$ in the full spectrum. Since $\lambda_1\le\lambda_2\le\dots$, the roots have the same order. Thus $E_n$ is the $n$-th full eigenvalue above $b$.

## How fast the plain update converges

Normalize $|c|=1$. For a nondegenerate level, the change of $c$ does not contribute to the first derivative of its eigenvalue. Since $d(E-B)^{-1}/dE=-(E-B)^{-2}$,

$$\frac{d\lambda_n}{dE}=-c^\dagger V(E-B)^{-2}V^\dagger c=-|d|^2\equiv-\rho .$$

At the root, $(c,d)$ is the unnormalized eigenvector. Its oxygen and metal weights are therefore

$$w_O=\frac{\rho}{1+\rho},\qquad w_M=\frac1{1+\rho},\qquad \rho=\frac{w_O}{w_M}.$$

Close to the root, one update multiplies the error by $-\rho$. The composition of the state thus sets the final rate of convergence.

To bound $\rho$, multiply the first block equation by $c^\dagger$ and the second by $d^\dagger$, now with the full vector normalized:

$$w_M(E-\langle A\rangle)=c^\dagger Vd,\qquad w_O(E-\langle B\rangle)=d^\dagger V^\dagger c .$$

Here $\langle A\rangle$ and $\langle B\rangle$ are averages within each normalized part. The left sides are real and the right sides are complex conjugates, so they are equal. For $w_O\ne0$,

$$\rho=\frac{E-\langle A\rangle}{E-\langle B\rangle}.$$

If $a>b$, then $\langle A\rangle\ge a>b\ge\langle B\rangle$, and $\rho<1$. With weak coupling $E$ stays near $\langle A\rangle$, $\rho$ is small, and one update started at the metal-block level is close to second-order perturbation theory. For one metal and one oxygen level with very strong coupling, $E$ lies far above both, $\rho$ approaches one, and convergence is slow.

Because $\lambda_n$ does not increase with $E$, a trial energy below the root gives a result at or above it, and vice versa. The root lies between $E$ and $\lambda_n(E)$, so their difference bounds the error of either one.

## Why the starting energy is not critical

A local rate below one does not rule out a cycle between two distant energies. The condition $a>b$ does.

Take $b<E_1<E_2$ and define $r=(E_2-b)/(E_1-b)>1$. For any oxygen eigenvalue $x\le b$,

$$\frac{E_2-x}{E_1-x}=1+\frac{E_2-E_1}{E_1-x}\le1+\frac{E_2-E_1}{E_1-b}=r .$$

Hence $(E_1-B)^{-1}\le r(E_2-B)^{-1}$. Insert this in $F(E_1)$, replace $V(E_2-B)^{-1}V^\dagger$ by $F(E_2)-A$, and use $A\ge a$:

$$F(E_1)\le A+r[F(E_2)-A]=rF(E_2)-(r-1)A\le rF(E_2)-(r-1)a .$$

Take the $n$-th eigenvalue of each side, subtract $b=rb-(r-1)b$, and divide by $\lambda_n(E_2)-b>0$:

$$1\le\frac{\lambda_n(E_1)-b}{\lambda_n(E_2)-b}\le r-(r-1)\frac{a-b}{\lambda_n(E_2)-b}<r .$$

On the scale $\ln(E-b)$, two different energies are closer after an update than before.

The first update gives an energy of at least $a$, and later ones lie in $[a,\lambda_n(a)]$. There the fraction on the right is at least $q=(a-b)/[\lambda_n(a)-b]>0$, so the ratio is at most $1+(1-q)(r-1)$. The logarithm of this bound, divided by $\ln r$, stays below one for all $r$ possible in the interval, including the limit $r\to1$, where it is $1-q$. On the logarithmic scale, distances to the root therefore shrink by at least a fixed factor at each step, and the update converges.

## A faster update from the same data

Newton's method for $E-\lambda_n(E)=0$ uses the derivative $1+\rho$:

$$E_{\rm new}=E-\frac{E-\lambda_n}{1+\rho}=\frac{\lambda_n+\rho E}{1+\rho}.$$

This is also the energy expectation value of the reconstructed vector $v=(c,d)$. At a trial energy, $V^\dagger c=(E-B)d$, so $Hv=(\lambda_nc,Ed)$. Then $v^\dagger Hv=\lambda_n+\rho E$ and $v^\dagger v=1+\rho$.

Let $\delta$ be the error of $E$ at a nondegenerate root $E_n$, and let $\rho_n$ and $\lambda''$ be evaluated there. To second order, $\lambda_n=E_n-\rho_n\delta+\lambda''\delta^2/2$, and $\rho=\rho_n-\lambda''\delta$. Therefore

$$E_{\rm new}-E_n=\frac{\lambda_n-E_n+\rho\delta}{1+\rho}\simeq-\frac{\lambda''}{2(1+\rho_n)}\delta^2 .$$

The linear terms cancel. The Newton energy is a weighted average of $E$ and $\lambda_n(E)$, so it lies inside the interval known to contain the root. This does not prove that Newton's method converges from every start; if the interval stops shrinking, use plain updates.

## A distorted oxide cell

The example is a periodic cell with 32 metal and 32 oxygen sites in rock-salt order. Each metal has one s orbital, and each oxygen has 2s and 2p orbitals, giving 160 orbitals. The metal–oxygen distance is $D=0.235$ nm. Random displacements of 0.015 nm rms per component imitate bond disorder but keep sixfold coordination. Hops scale as the inverse square of distance.

The levels are $\epsilon_M=2.8$, $\epsilon_s=-17$ and $\epsilon_p=0$ eV for metal s, O 2s and O 2p. The undistorted hops are $V_{ss}=-0.90$ and $V_{sp}=1.50$ eV between metal and oxygen, and $t=-0.10$ eV between metals. O 2p orbitals on neighbouring oxygens have $\sigma$ and $\pi$ hops of 0.20 and $-0.05$ eV; O 2s orbitals have no oxygen–oxygen hops.

The two blocks give $a=1.592$ eV and $b=0.540$ eV, so the condition holds. Starting at $a$, the plain energies are

$$1.5923,\ 3.3230,\ 3.1236,\ 3.1419,\ 3.1402,\ldots\ {\rm eV},$$

and the full-matrix edge is 3.1403 eV. The first update overshoots by 0.183 eV, and later ones alternate about the root. The edge has $w_M=0.9145$ and $w_O=0.0855$, hence $\rho=0.0935$. The block averages give the same value:

$$\rho=\frac{3.1403-1.6111}{3.1403+13.2089}=0.0935 .$$

Each plain step thus gains about one decimal digit. An error below $10^{-8}$ eV takes nine plain steps or three Newton steps. Plain updates of all 32 conduction states agree with full diagonalization to $3.1\times10^{-12}$ eV. They need 11 to 42 steps for successive energies to differ by less than $10^{-11}$ eV.

## One energy for the whole band

Suppose $F$ is frozen at the converged edge $E_1$. For a higher state, $E_1\le E_n$ implies $\lambda_n(E_1)\ge E_n$: the frozen matrix can place it too high, but not too low.

The second state is at 3.532 eV in the full matrix and 3.558 eV in the frozen one. Its separation from the edge is 0.418 eV instead of 0.391 eV, which is 7% too large. The highest state moves from 6.568 to 9.716 eV. A frozen matrix is therefore usable near its reference energy. For a small distance from that energy, the error is roughly the distance times the state's own $\rho$, not the $\rho$ of the edge; far away this estimate fails. For a wide band, update every state, and in a crystal every wave vector, separately.

## Effective mass and oxygen character

In the undistorted crystal at zero wave vector, inversion cancels the coupling of metal s to O 2p. The six O 2s neighbours add, giving a coupling $6V_{ss}$. Twelve metal neighbours shift the metal level to $2.8-1.2=1.6$ eV. The edge follows from

$$(E-1.6)(E+17)=36V_{ss}^2=29.16\ {\rm eV}^2,$$

whose upper root is $-7.7+\sqrt{9.3^2+29.16}=3.054$ eV. Here O 2s, not O 2p, raises the edge.

The distorted cell lies 0.086 eV higher and has an O 2p weight of 0.019. Because the O 2s and O 2p blocks are not coupled to each other, the projection used above can be applied to each:

$$E=\langle A\rangle+\frac{w_s(E-\epsilon_s)}{w_M}+\frac{w_p(E-\langle B\rangle_p)}{w_M}.$$

With $w_s=0.06624$, the first two terms are 1.611 and 1.459 eV, leaving 0.070 eV for O 2p. In the undistorted crystal the three terms are 1.600, 1.454 and zero. Most of the rise thus comes from O 2p mixing, which the distortions permit.

For the mass, expand the undistorted crystal in small $k$. The O 2s coupling is $2V_{ss}\sum_i\cos k_iD$, whose square is $V_{ss}^2(36-12k^2D^2)$. The O 2p couplings are $2iV_{sp}\sin k_iD$, with squared sum $4V_{sp}^2k^2D^2$. The twelve metal hops give $12t-4tk^2D^2$.

The O 2p level at $k=0$ is $\epsilon_{p0}=4(0.20)+8(-0.05)=0.40$ eV: eight neighbours contribute half a $\sigma$ and half a $\pi$ hop each, and four contribute a $\pi$ hop. Its variation with $k$ enters the band energy beyond order $k^2$. At fixed $E$, the eigenvalue of $F$ therefore rises by $Kk^2$, with

$$K=D^2\left[\frac{4V_{sp}^2}{E-\epsilon_{p0}}-\frac{12V_{ss}^2}{E-\epsilon_s}-4t\right].$$

The energy must also be updated. If the band rises by $\alpha k^2$, then $\alpha=K-\rho\alpha$, so $\alpha=K/(1+\rho)=w_MK$. With $w_M=0.932$,

$$\alpha=0.932(0.235)^2(3.391-0.485+0.400)=0.170\ {\rm eV\,nm^2}.$$

From $\alpha=\hbar^2/2m^*$, $m^*=0.224\,m_e$. Omitting $w_M$ gives $0.209\,m_e$, 7% too light. The same weight is needed in other observables: use the normalized vector $(c,d)/\sqrt{1+\rho}$, not $c$ alone.

## When the levels are reversed

Consider one metal level at $-1$ eV, one oxygen level at zero, and a coupling of 0.5 eV. Then $F(E)=-1+0.25/E$ in eV, and $E^2+E-0.25=0$ has roots $-1.207$ and 0.207 eV. At the upper root $\rho=0.25/0.207^2=5.83$, so plain updates move away from it. Starting at 0.210 eV, they give 0.190, 0.313 and $-0.200$ eV, and finally settle at the lower root. Newton's method started at 0.300 eV finds the upper one.

Convergence alone therefore does not identify a conduction state when $a\le b$. Check that the result lies above $b$, and inspect its oxygen weight. An individual state may still converge if its own $\rho<1$, but the general count of conduction states and the freedom of starting point no longer follow.

## Nonorthogonal orbitals

If metal and oxygen orbitals overlap through a matrix $S$, replace $V$ by $V-ES$ in $F$. The two block equations show why: their right sides become $E(c+Sd)$ and $E(S^\dagger c+d)$. The slope is then $-|d|^2-2\,{\rm Re}(c^\dagger Sd)$, whose sign is not fixed, so the convergence proof above does not apply.

For a rough estimate, let $S=-\kappa W$, where $W$ is the original coupling and $\kappa=0.05$ eV$^{-1}$. Let the coupling equal $W$ at 1.40 eV. At other energies it is $W[1+\kappa(E-1.40\,{\rm eV})]$, and the distorted-cell edge rises by 0.29 eV. The result depends on the chosen reference energy and is not a universal overlap correction.

## Reading the result for a real film

The parameters are rough values, meant only to imitate the zone-centre band edges of rock-salt cadmium oxide, whose direct gap is roughly 2 eV and whose electron mass is roughly $0.2\,m_e$. In the ordered crystal the model gives a direct gap of $3.054-0.400=2.65$ eV, which is on the high side, and a mass of $0.224\,m_e$. The distorted cell has a smallest gap of 2.60 eV, but this is not a direct gap: in the ordered crystal the highest valence state lies away from zero wave vector. The model also omits the cadmium 4d levels, which raise the real valence top there, so it should not be used for the indirect gap. With the reference energy of 1.40 eV used above, overlap is the largest neglected effect sized here, at 0.29 eV; a reference of 2.80 eV would reduce it to 0.06 eV. A 5% increase in metal–oxygen coupling moves the edge by 0.14 eV. A metal p shell at 6.8 eV, with rough couplings, lowers it by 0.03 eV. Static displacements of 0.008 nm rms, a rough stand-in for room-temperature motion, raise the ordered edge by 0.03 eV on average and widen the smallest gap by about 0.02 eV. The lattice constant is held fixed and the measured gap of cadmium oxide narrows on heating, so this figure indicates a size only, not the sign of the real temperature shift. The edges of twelve distorted 64-site cells lie on average 0.10 eV above the ordered edge, against 0.086 eV for the single cell used above, and have a standard deviation of 0.02 eV; this spread belongs to the cell size and is smaller in larger cells. A real amorphous film also has varying coordination, and neither that nor many-electron corrections are sized.

Electron filling affects which energies matter. At $10^{20}$ cm$^{-3}$, a spherical Fermi surface has $k_F=1.44$ nm$^{-1}$. The ordered band along [100] is there 0.30 eV above its edge, against 0.35 eV from the parabola and a thermal energy of 0.026 eV at 300 K. This is also the limit of the model: it has a second conduction valley at the zone-boundary point X, only 0.305 eV above the edge, from which the second state of the distorted cell derives. At 300 K that valley already holds about 6% of the electrons. Its position was not fitted to the oxide, so the model should not be used for higher fillings. For such a film, energies should be updated up to the Fermi level, not at the edge alone.

For these parameters, converging the downfolding energy below 0.01 eV does not improve the physical prediction, though tighter convergence helps when differentiating the band. The numerical output lists further iterates and weights.

## Computed results

```
Metal-oxygen distance 0.235 nm; disorder rms 0.015 nm
Levels: metal s 2.8, O 2s -17.0, O 2p 0.0 eV
Metal-O hops: s-s -0.90, s-p 1.50 eV
Metal-metal hop -0.10 eV
O-O hops: pp sigma 0.20, pp pi -0.05 eV
Orbitals: metal 32, oxygen 128, total 160
Lowest metal-block level a = 1.592334 eV
Highest oxygen-block level b = 0.540134 eV
Full-matrix conduction edge = 3.14032581 eV
Full-matrix valence top = 0.536102 eV
Model gap = 2.6042 eV
Plain iterate 0: 1.59233435 eV, error -1.55e+00 eV
Plain iterate 1: 3.32303355 eV, error +1.83e-01 eV
Plain iterate 2: 3.12355227 eV, error -1.68e-02 eV
Plain iterate 3: 3.14189749 eV, error +1.57e-03 eV
Plain iterate 4: 3.14017883 eV, error -1.47e-04 eV
Plain iterate 5: 3.14033956 eV, error +1.37e-05 eV
Plain iterate 6: 3.14032453 eV, error -1.29e-06 eV
Newton iterate 0: 1.59233435 eV, error -1.55e+00 eV
Newton iterate 1: 3.08381928 eV, error -5.65e-02 eV
Newton iterate 2: 3.14029646 eV, error -2.94e-05 eV
Newton iterate 3: 3.14032581 eV, error -7.74e-12 eV
Steps to 1e-8 eV: plain 9, Newton 3
Edge weights: metal 0.91447, O 2s 0.06624, O 2p 0.01929
Oxygen/metal weight ratio 0.09353; observed rate -0.09353
Block means at edge: metal 1.6111, oxygen -13.2089 eV
Newton error ratio for halved start error 3.984
Largest error over all 32 conduction states 3.1e-12 eV
Plain steps to 1e-11 eV change: 11 to 42
Second state: full 3.53170, frozen 3.55831 eV
Highest state: full 6.56826, frozen 9.71556 eV
Reversed model: metal -1.0, O 0.0, hop 0.5 eV
Reversed eigenvalues -1.207107, 0.207107 eV
Reversed upper-state O/metal ratio 5.8284
Reversed limits: plain -1.207107, Newton 0.207107 eV
Ordered crystal edge 3.054069 eV; metal level 1.60 eV
Ordered weights: metal 0.93239, O 2s 0.06761, O 2p 2.9e-30
O 2p level at zone centre 0.400 eV
Curvature 0.17025 eV nm^2; mass 0.2238 m_e
Mass if weight factor is omitted 0.2087 m_e
Overlap test: factor 0.05 /eV, reference 1.40 eV
Neglected overlap: edge shift +0.2935 eV
Metal p inputs: level 6.8, p-s 1.0, pp 1.5/-0.4 eV
Neglected metal p shell: edge shift -0.0344 eV
Metal-O coupling raised 5 percent: shift +0.1421 eV
Twelve disordered cells: mean 3.1522, std 0.0209 eV
Thermal rms 0.008 nm: mean shift +0.0327 eV
Electron density 1.0e+20 cm^-3; k_F 1.4360 nm^-1
Filling energy: parabola 0.3510, band [100] 0.3004 eV
Thermal energy at 300 K = 0.02585 eV
```
